The P86 gradient correction to correlation: damping, scaling and tails, part 2

We examine the P86 gradient correction to the correlation energy under uniform density scaling, then its derivatives, potential, tails and spin-polarized form. SI units are used with all constants kept. The gas is spin unpolarized except in section 8. The electron number density is n(r), σ = |∇n|², N is the number of electrons, K = e²/(4πε₀), a₀ is the Bohr radius and E_h = K/a₀.

r_s = (3/(4πn))^(1/3)/a₀,  k_F = (3π²n)^(1/3).   (1)

E_c = ∫ n ε_LDA(r_s) d³r + ΔE,   ΔE = ∫ f(n, σ) d³r,   (2)

f(n, σ) = K C(n) e^(−Φ) σ n^(−4/3),   (3)

Φ = b (C∞/C(n)) a₀^(1/2) |∇n| / n^(7/6),   b = 1.745 f̃ = 0.19195,   f̃ = 0.11,   (4)

Here ε_LDA is the Perdew-Zunger correlation energy per electron of the uniform gas, and "undamped" means b = 0. The fitted C(r_s) tends to C∞ = 0.004235 as r_s → 0, where its slope is C′(0) = 0.000865, and to C₀ = 0.001667 at zero density. Its maximum is C_max = 0.004280. The derivative L = d ln C/d ln n vanishes in both limits.

The damping discards wavevectors below k_c = f̃ |∇n|/n from the model spectrum z(k) of C. With the screening wavevector k_s = 2 (3/π)^(1/6) n^(1/6) a₀^(−1/2),

∫_(k_c)^∞ z dk = C e^(−Φ),   Φ = (C∞/C) 2√3 k_c/k_s.   (13)

At small gradient this produces a term in |∇n|³. The reduced gradient is t = |∇n|/(2k_s n). The gradient energy per electron, H = f/n, is bounded:

H = E_h C³/(b C∞)² · Φ² e^(−Φ).   (14)

0 ≤ H ≤ H_max(r_s) = 4e⁻² E_h C³/(b C∞)².   (15)

Statements called tests are assertions in the numerical check, which includes a comparison with libxc at 200 random points.

**6. Uniform density scaling**

Define n_λ(r) = λ³ n(λr), which has the same N. With x = λr, the chain rule gives ∇n_λ(r) = λ⁴ (∇n)(x), and (1) gives r_s[n_λ](r) = r_s(x)/λ. Then

|∇n_λ|/n_λ^(7/6) = λ⁴ λ^(−7/2) |∇n|/n^(7/6) = λ^(1/2) |∇n|/n^(7/6).

The same power follows from (13): k_c scales as λ and k_s as λ^(1/2). The coefficient C is evaluated at the density λ³n, so

Φ_λ(r) = λ^(1/2) [C(n)/C(λ³n)] Φ(x),   with n = n(x).   (16)

Thus Φ is not homogeneous in λ. It is λ^(1/2) times a ratio confined between C₀/C_max = 0.3895 and C_max/C₀ = 2.567. Differentiating at fixed x, with d ln C(λ³n)/d ln λ = 3L,

d ln Φ_λ/d ln λ = 1/2 − 3 L(λ³n).

The pure power 1/2 is recovered in both limits, where L → 0, with prefactors that differ by C∞/C₀. Equation (16) is tested at three radii and six values of λ, with the left side built from the scaled density and a finite-difference gradient.

For the energy, σ_λ n_λ^(−4/3) d³r = λ⁸ λ⁻⁴ λ⁻³ σ n^(−4/3) d³x, so

ΔE[n_λ] = λ K ∫ C(λ³n) e^(−Φ_λ) σ n^(−4/3) d³x.   (17)

Using (14) for the scaled density and n_λ d³r = n d³x, the same quantity is

ΔE[n_λ] = E_h ∫ n(x) [C(λ³n)³/(b C∞)²] Φ_λ² e^(−Φ_λ) d³x.   (18)

Form (17) is convenient for λ → 0 and form (18) for λ → ∞. Equation (17) is tested against libxc over the region where the scaled density exceeds 10⁻¹⁰ a₀⁻³, and over the whole range against direct quadrature on the scaled density.

*The exact condition.* A wavefunction Ψ with density n maps to Ψ_λ = λ^(3N/2) Ψ(λr₁, …, λr_N) with density n_λ. Its kinetic energy is λ²T[Ψ] and its interaction energy is λV[Ψ], because the operators are of degree −2 and −1 in length. The constrained minimum of T + V over wavefunctions with density n_λ is therefore λ² times the minimum of T + V/λ over wavefunctions with density n. At large λ the interaction is weak. Zeroth order in 1/λ gives λ² times the noninteracting kinetic energy, first order gives λ times Hartree plus exchange, and second order gives λ² · λ⁻² E⁽²⁾ = E⁽²⁾. If the Kohn-Sham ground state is nondegenerate and separated by a gap, as in helium, E⁽²⁾ is finite and E_c[n_λ] tends to this negative constant.

*Low-density limit.* As λ → 0, Φ_λ → 0 and C(λ³n) → C₀ at every x. The integrand of (17) is bounded by C_max σ n^(−4/3), so if I = ∫ σ n^(−4/3) d³x converges, dominated convergence gives

ΔE[n_λ] → λ K C₀ I.   (19)

The damping switches off, and the term scales like exchange. For n = n₀ e^(−2κr), |∇n| = 2κn and σ n^(−4/3) = 4κ² n₀^(2/3) e^(−4κr/3). With ∫₀^∞ r² e^(−qr) dr = 2/q³ and q = 4κ/3,

I = 4π · 4κ² n₀^(2/3) · 2 · 27/(64κ³) = 13.5π n₀^(2/3)/κ.   (20)

The integral converges. An exponential tail does not make the undamped energy diverge, although it does make the energy per electron and the potential diverge (section 7).

*High-density limit without damping.* With b = 0 the same argument gives ΔE → λ K C∞ I, which is positive and grows without bound, faster than the logarithm of the local term. The undamped expansion therefore gives E_c[n_λ] → +∞.

*High-density limit with damping.* The integrand of (18) is bounded by n(x) times the constant 4e⁻² C_max³/(bC∞)², which is integrable. By (16), Φ_λ → ∞ at every point where ∇n ≠ 0, so Φ_λ² e^(−Φ_λ) → 0 there. Where ∇n = 0 the integrand is zero for every λ. Dominated convergence therefore gives ΔE[n_λ] → 0. The rate is set by the neighbourhood of the smallest |∇n|/n^(7/6). To find it, replace C(λ³n) by C∞, which is justified to leading order near that point because r_s/λ → 0 and the change in the exponent, of order λ^(1/2) r_s/λ, vanishes. The correction terms derived below are those of the integral with C held at C∞; the variation of C adds small terms of the same order, given after each result. Then

ΔE[n_λ] ≈ E_h (C∞/b²) ∫ n y² e^(−y) d³x,   y = b (λa₀)^(1/2) |∇n|/n^(7/6).   (21)

For the cusped density n₀ e^(−2κr), y = b(λa₀)^(1/2) 2κ n^(−1/6) = y₀ e^(κr/3), with

y₀ = 2bκ (λa₀)^(1/2) n₀^(−1/6).   (22)

Put ξ = κr/3, so that n = n₀ e^(−6ξ), y² = y₀² e^(2ξ) and r² dr = (27/κ³) ξ² dξ. Substituting u = e^ξ − 1, dξ = du/(1 + u), e^(−4ξ) = (1 + u)⁻⁴,

∫ n y² e^(−y) d³x = 4π n₀ (27/κ³) y₀² e^(−y₀) ∫₀^∞ ln²(1 + u) (1 + u)⁻⁵ e^(−y₀u) du.

For large y₀ only small u contributes. The series are ln²(1 + u) = u²(1 − u + (11/12)u² − (5/6)u³ + …) and (1 + u)⁻⁵ = 1 − 5u + 15u² − 35u³ + …. Their product is u² times a series whose coefficients are 1, then −1 − 5 = −6, then 15 + 5 + 11/12 = 251/12, then −35 − 15 − 55/12 − 5/6 = −665/12. With ∫ u^k e^(−y₀u) du = k!/y₀^(k+1), the u integral is

(2/y₀³) [1 − 6·3/y₀ + (251/12)·12/y₀² − (665/12)·60/y₀³ + …].

Normalization gives N = 4π n₀ · 2/(2κ)³ = π n₀/κ³, so 4π n₀ · 27 · 2/κ³ = 216 N, and

ΔE[n_λ] ≈ E_h (C∞/b²) 216 N (e^(−y₀)/y₀) [1 − 18/y₀ + 251/y₀² − 3325/y₀³ + …].   (23)

The decay is exponential in λ^(1/2), because the cusp keeps |∇n|/n^(7/6) away from zero. The series is asymptotic and useful only for y₀ well above 18. The bracket is the expansion of (21). Restoring C ≈ C∞ + C′(0) r_s/λ multiplies the integrand by 1 + (C′(0)/C∞)(1 + y) r_s/λ, with C′(0)/C∞ = 0.000865/0.004235 = 0.204. Its leading part, 0.204 y₀ r_s(0)/λ, is of order λ^(−1/2) like 18/y₀; for the helium density of section 9 it equals 0.025/y₀, so the 1/y₀ coefficient of ΔE itself is 17.975 rather than 18.

For a density with a smooth maximum the gradient vanishes at a point and the decay is a power. Take n = n₀ e^(−ηr²). Then |∇n| = 2ηr n and y = c r e^(ηr²/6), with c = 2bη(λa₀)^(1/2) n₀^(−1/6). At large λ only r of order 1/c matters. To leading order the integral in (21) is 4π n₀ c² ∫ r⁴ e^(−cr) dr = 4π n₀ c² · 24/c⁵. The first correction comes from n y² ∝ e^(−2ηr²/3) ≈ 1 − 2ηr²/3 and e^(−y) ≈ e^(−cr)(1 − cηr³/6). In the weight r⁴e^(−cr), the mean of r² is 6!/(4! c²) = 30/c² and the mean of r³ is 7!/(4! c³) = 210/c³, so with C held at C∞ the relative correction is −(20 + 35)η/c²:

ΔE[n_λ] ≈ E_h (C∞/b²) (96π n₀/c³)(1 − 55η/c²) ∝ λ^(−3/2).   (24)

The exponent has a geometric origin: the region where Φ_λ is of order one has radius ∝ λ^(−1/2) and volume ∝ λ^(−3/2), and H is of order H_max inside it. The same counting applies at any nondegenerate critical point of n, such as a bond midpoint. For η = 1/a₀², N = 2 and λ = 10⁶, n₀a₀³ = 2/π^(3/2) = 0.3592, so c a₀ = 2 × 0.19195 × 1000 × 0.3592^(−1/6) = 455.3 and the correction is 55/455.3² = 2.7×10⁻⁴. Quadrature gives 0.99974 for the ratio of ΔE to the leading form (tested to 10⁻³), in accord with this correction. The variation of C adds a relative term of the same order 1/λ, namely 0.204 (1 + 5) r_s(0)/λ, since the mean of y in this weight is 5; with r_s(0) = 0.873 it lowers the coefficient 55 to 54.78 for this density.

*What remains at high density.* Since ΔE → 0, E_c[n_λ] approaches the local term. For r_s < 1 the Perdew-Zunger form is ε_LDA = E_h [A ln r_s + B + terms of order r_s ln r_s], where A = 0.0311 is the rounded value of the exact high-density coefficient (1 − ln 2)/π². Under scaling, ln r_s → ln r_s − ln λ, and at large λ all but a vanishing fraction of the electrons have r_s/λ < 1. Therefore

dE_c[n_λ]/d ln λ → −N A E_h ≈ −N E_h (1 − ln 2)/π².   (25)

P86 removes the linear divergence of the gradient expansion but keeps the logarithmic divergence of the local approximation, so it violates the exact condition that E_c[n_λ] tends to a constant. The reason is the behaviour chosen at large reduced gradient. Under scaling t grows as λ^(1/2) while r_s falls as 1/λ, and P86 sends the gradient term to zero. PBE is defined so that in this joint limit its gradient energy per electron grows as E_h [(1 − ln 2)/π²] ln t²; since ln t² contains +ln λ and ln r_s contains −ln λ, this cancels the logarithm of the local term and leaves a finite remainder. Section 9 gives the numbers for both.

**7. Derivatives, potential and tails**

At fixed n, Φ ∝ σ^(1/2), so ∂Φ/∂σ = Φ/(2σ). Differentiating (3),

f_σ = K C n^(−4/3) e^(−Φ) [1 − σ ∂Φ/∂σ] = K C n^(−4/3) e^(−Φ)(1 − Φ/2).   (26)

At fixed σ, Φ ∝ n^(−7/6)/C, so ∂ ln Φ/∂ ln n = −7/6 − L. The logarithm of (3) is ln C − Φ − (4/3) ln n plus terms independent of n, so ∂ ln f/∂ ln n = L + Φ(7/6 + L) − 4/3, or

f_n = (f/n) [(1 + Φ)L + 7Φ/6 − 4/3].   (27)

Both are tested against the libxc derivatives at the 200 random points, (27) to 10⁻⁸ of the local potential and (26) to 10⁻⁸ of K C n^(−4/3).

For the potential, let n → n + τχ. To first order in τ, σ changes by 2τ ∇n·∇χ, so the energy changes by τ ∫ [f_n χ + 2f_σ ∇n·∇χ] d³r. In a basis-set code χ is a product of two basis functions and this expression is the matrix element; only (26) and (27) are needed. Partial integration of the second term gives the local potential

v = f_n − ∇·(2 f_σ ∇n),   (28)

and for a spherical density, with J = 2 f_σ n′, v = f_n − J′ − 2J/r.

Expanding the divergence in (28), or computing a response kernel, requires the second derivative. From (26), d/dΦ [e^(−Φ)(1 − Φ/2)] = e^(−Φ)(Φ − 3)/2, and multiplying by Φ/(2σ),

f_σσ = K C n^(−4/3) e^(−Φ) Φ(Φ − 3)/(4σ).   (29)

This diverges as σ^(−1/2) when σ → 0, a consequence of the |∇n|³ term of section 4. In (28) it multiplies ∇σ·∇n, which is of second order in ∇n, so the product vanishes as |∇n| at a critical point and v stays finite, but the factors must not be evaluated separately at σ = 0. Equation (29) is not among the tested formulas.

*Exponential density.* Let n = n₀ e^(−2κr) and define h = C n^(−1/3) e^(−Φ). With σ = 4κ²n², f = 4Kκ² n h, so H = 4Kκ² h, and (27) gives

f_n = 4Kκ² h [(1 + Φ)L + 7Φ/6 − 4/3].

With n′ = −2κn, (26) gives

J = −4κ K h (1 − Φ/2) = −2Kκ h (2 − Φ).

Along the radius d ln n/dr = −2κ. Here |∇n| varies with n, so Φ ∝ n^(−1/6)/C, and

Φ′ = 2κ Φ (L + 1/6).   (30)

From ln h = ln C − (1/3) ln n − Φ, h′/h = −2κL + 2κ/3 − Φ′. Then

J′ = −2Kκ [h′(2 − Φ) − hΦ′] = −2Kκ h [(2 − Φ) 2κ(1/3 − L) − (3 − Φ)Φ′],

where the two terms in Φ′, namely −(2 − Φ)Φ′ and −Φ′, were combined. Inserting (30) and subtracting from f_n,

f_n − J′ = 4Kκ² h {(1 + Φ)L + 7Φ/6 − 4/3 + (2 − Φ)(1/3 − L) − (3 − Φ)Φ(L + 1/6)}.

The terms in L sum to 1 + Φ − 2 + Φ − 3Φ + Φ² = Φ² − Φ − 1. The others sum to 7Φ/6 − 4/3 + 2/3 − Φ/3 − Φ/2 + Φ²/6 = (Φ² + 2Φ − 4)/6. The curvature term is −2J/r = 4Kκ h (2 − Φ)/r. Using H = 4Kκ² h as a common factor,

v = H { (Φ² + 2Φ − 4)/6 + L(Φ² − Φ − 1) + (2 − Φ)/(κr) }.   (31)

This is exact for the exponential density at all r > 0. It is tested as a functional derivative: the density is perturbed by Gaussian bumps centred at 1, 2 and 4 a₀, and the finite-difference change of ΔE agrees with ∫ v χ d³r to 10⁻⁶ of ∫ |v| χ d³r, for b = 0.19195 and for b = 0. Near the nucleus the last term diverges as 1/r, with the sign of 2 − Φ(0); the damping does not remove this, and the divergence is integrable against r² dr.

*Undamped tail.* With Φ = 0, C → C₀ and L → 0,

H = 4Kκ² C₀ n^(−1/3) ∝ e^(2κr/3),   v = H [−2/3 + 2/(κr)].   (32)

The energy per electron goes to +∞ and the potential to −∞, both as n^(−1/3). The energy density nH ∝ n^(2/3) still decays, which is why (20) is finite. A potential that falls without bound at large r admits no orbital with the exponential decay that produced it, so an exponentially decaying density cannot be self-consistent with the undamped term.

*Damped tail.* From (30) with L → 0,

d ln Φ/dr → κ/3,   Φ → y₀(λ = 1)(C∞/C₀) e^(κr/3).   (33)

By (14), H → E_h C₀³/(bC∞)² Φ² e^(−Φ), and by (31), v → HΦ²/6 ∝ Φ⁴ e^(−Φ), which is positive. Both vanish as the exponential of an exponential of r, faster than ε_LDA, which in the Perdew-Zunger form falls as 1/r_s ∝ e^(−2κr/3). Far enough out, P86 correlation reduces to the local approximation in both energy per electron and potential. For a tail n ∝ r^(2ν) e^(−2κr), |∇n|/n = 2κ − 2ν/r and n^(−1/6) ∝ r^(−ν/3) e^(κr/3), so the prefactor alters Φ only by a power of r and the conclusion is unchanged. A Gaussian tail gives Φ ∝ r e^(ηr²/6), which grows faster still.

*Power-law tail.* For n ∝ r^(−p), |∇n| = p n/r, so Φ ∝ n^(−1/6)/r ∝ r^(p/6 − 1) once C has reached C₀:

d ln Φ/d ln r → p/6 − 1.   (34)

For n ∝ (1 + r²/a₀²)^(−p/2) the finite-difference slopes at large r are −0.3333 for p = 4 and +0.3333 for p = 8 (tested). The damping switches the term off in the tail only for p > 6; at p = 6, Φ tends to a constant and so does the damping factor. For a normalizable tail with 3 < p < 6, Φ → 0 and the term is undamped. By (14) H ∝ Φ² ∝ r^(p/3 − 2) still decays, but |ε_LDA| ∝ n^(1/3) ∝ r^(−p/3) decays faster, the ratio growing as r^(2p/3 − 2), so ε_LDA + H is positive asymptotically. What switches the term off is a large value of |∇n|/n^(7/6), and low density alone does not imply it.

**8. Spin polarization**

With ζ = (n↑ − n↓)/n, the local term becomes the spin-polarized Perdew-Zunger energy and f is divided by

d(ζ) = 2^(1/3) { [(1 + ζ)/2]^(5/3) + [(1 − ζ)/2]^(5/3) }^(1/2).   (35)

This factor is an input. At ζ = 0 the braces contain 2 · 2^(−5/3) = 2^(−2/3), whose square root cancels the prefactor, so d(0) = 1. At ζ = 1 the braces contain 1 and d = 2^(1/3) = 1.25992; d(0.5) = 1.06783. Both C and Φ are evaluated with the total density and with the total σ = σ↑↑ + 2σ↑↓ + σ↓↓. The polarized energy is tested against libxc at ζ = 0.5 and 0.9.

For the derivatives, pulling 2^(−5/3) out of the braces gives d² = [(1 + ζ)^(5/3) + (1 − ζ)^(5/3)]/2, so

d′/d = (5/6) [(1 + ζ)^(2/3) − (1 − ζ)^(2/3)] / [(1 + ζ)^(5/3) + (1 − ζ)^(5/3)].

With ∂ζ/∂n↑ = (1 − ζ)/n and ∂ζ/∂n↓ = −(1 + ζ)/n,

∂(f/d)/∂n↑ = [f_n − (f/n)(1 − ζ) d′/d]/d,
∂(f/d)/∂n↓ = [f_n + (f/n)(1 + ζ) d′/d]/d,

and the derivatives with respect to σ↑↑, σ↑↓, σ↓↓ are f_σ/d times 1, 2, 1. These polarized derivatives are not among the tested formulas. Under uniform scaling of both spin densities ζ(x) is unchanged, and 1 ≤ d ≤ 2^(1/3), so (16) holds as written, (17) and (18) acquire 1/d under the integral, the bound (15) also holds for H/d, and ΔE still scales as λ at low density and vanishes at high density. The potentials of section 7 do not carry over by a factor 1/d alone: each spin has its own potential, with the terms in d′ above and, where ζ varies in space, further terms in ∇ζ. For uniform ζ close to 1, for example, the undamped minority-spin potential in an exponential tail tends to +∞, because (1 + ζ)d′/d approaches 5/6 and outweighs the −2/3 in (32). The coefficient A in (25) depends on ζ.

The damping makes the gradient term vanish at high density, leaving the logarithmic divergence of the local approximation, and it switches the term off in exponential tails but not in every power-law tail. What remains is the worked example of helium and the evaluation of the functional in a code.
